\section*{Strain Shift of the Silicon Valley Average in a Gate Stack}

\section*{Problem}

A silicon film with (001) faces is stretched by 1\% along both in-plane cube axes. Its faces are free of normal and shear stress. The elastic constants are $C_{11}=166$ GPa and $C_{12}=64$ GPa, and the dilation potential of the conduction valleys is $a_c=4.18$ eV. Show that the average energy of the six conduction valleys rises by 0.051 eV.

Take $x,y,z$ along the cube axes, with $z$ normal to the film. Tension is positive, and
\[
e_{xx}=e_{yy}=e=0.01 .
\]
The six valleys lie in pairs on the three cube axes of reciprocal space. Energies are measured from a reference potential that can be carried across an interface, and $a_c$ belongs to that reference. Elasticity is linear, and energy shifts are kept to first order in strain.

\section*{Hints}

\begin{enumerate}
\item The film is stretched in two directions, but nothing holds its thickness. Which stress component must vanish, and what does this say about $e_{zz}$?
\item To first order, the relative volume change is the sum of the three normal strains.
\item Consider one valley on the $z$ axis. A quarter turn about $z$ leaves that valley in place but exchanges $e_{xx}$ and $e_{yy}$. How many independent constants can its linear energy shift contain?
\item Add the shifts of valleys on the three axes. What becomes of the part that distinguishes one axis from another?
\end{enumerate}

\section*{Full solution}

\subsection*{1. The thickness strain}

For a cubic crystal, the elastic energy per unit volume with the given in-plane strains is
\begin{align}
W={}&\tfrac12 C_{11}(2e^2+e_{zz}^2)+C_{12}(e^2+2e\,e_{zz})\nonumber\\
&+2C_{44}(e_{xz}^2+e_{yz}^2).
\end{align}
Here $e_{xz}$ and $e_{yz}$ are tensor shear strains, and $C_{44}>0$. The film is free to choose $e_{zz}$, $e_{xz}$ and $e_{yz}$, so it minimises $W$ over them. The shear terms are smallest at zero. The remaining condition is
\begin{equation}
\frac{\partial W}{\partial e_{zz}}=C_{11}e_{zz}+2C_{12}e=0,
\end{equation}
which is the statement $\sigma_{zz}=0$. Therefore
\begin{equation}
e_{zz}=-2\frac{C_{12}}{C_{11}}e .
\label{eq:ezz}
\end{equation}
With $C_{12}/C_{11}=64/166=0.3855$,
\[
e_{zz}=-2(0.3855)(0.01)=-0.00771 .
\]
The film becomes thinner by 0.771\%.

The stress needed to hold this strain follows from the same energy. Substituting Eq.~(\ref{eq:ezz}) into the terms that contain $e_{zz}$ gives
\[
\tfrac12C_{11}e_{zz}^2+2C_{12}e\,e_{zz}
=\frac{2C_{12}^2}{C_{11}}e^2-\frac{4C_{12}^2}{C_{11}}e^2
=-\frac{2C_{12}^2}{C_{11}}e^2 ,
\]
so the relaxed energy is
\[
W_{\rm rel}=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e^2 .
\]
Two equal in-plane stresses do work when $e$ changes, so $dW_{\rm rel}=2\sigma\,de$ and
\begin{equation}
\sigma=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e=1.81\ {\rm GPa}.
\end{equation}

\subsection*{2. The volume change}

The deformed volume divided by the original volume is $(1+e)^2(1+e_{zz})$. To first order, its excess over one is
\begin{equation}
\Theta=2e+e_{zz}=2e\left(1-\frac{C_{12}}{C_{11}}\right).
\label{eq:trace}
\end{equation}
Numerically,
\[
\Theta=0.02-0.00771=0.01229 .
\]
The thinning cancels part, but not all, of the in-plane expansion.

\subsection*{3. The shift of one valley}

Let $\delta E_z$ be the shift of a valley on the $z$ axis. For strain along the cube axes, the most general linear expression is
\[
\delta E_z=A e_{xx}+B e_{yy}+D e_{zz}.
\]
The fourfold operation about $z$ maps this valley to itself and exchanges $e_{xx}$ with $e_{yy}$. The shift cannot change, so $A=B$. Define $\Xi_d=A$ and $\Xi_u=D-A$. Then
\[
\delta E_z=\Xi_d(e_{xx}+e_{yy}+e_{zz})+\Xi_u e_{zz}.
\]
Cubic symmetry gives the same two constants for the other axes:
\begin{equation}
\delta E_i=\Xi_d\Theta+\Xi_u e_{ii},\qquad i=x,y,z .
\label{eq:valley}
\end{equation}
No sum over $i$ is implied. The opposite valleys on one axis have equal energies by time reversal.

The bottom of a valley may also move along its axis. Let $q$ be its displacement in reciprocal coordinates that deform with the crystal, and let $s$ measure the size of the strain. Near the original minimum,
\[
E(q,s)=E_0+\tfrac12\alpha q^2+s(\gamma+\beta q)+O(s^2),
\]
with $\alpha>0$. Minimising over $q$ gives $q=-\beta s/\alpha$. The energy gained by this motion is $-\beta^2s^2/(2\alpha)$, which is second order. The linear law therefore needs no correction for the moving minimum. It does require a nondegenerate band at the valley bottom.

\subsection*{4. The average}

Each axis carries two valleys, so the average over six valleys equals the average over three axes:
\begin{align}
\overline{\delta E}
&=\frac13\sum_i\left(\Xi_d\Theta+\Xi_u e_{ii}\right)\nonumber\\
&=\Xi_d\Theta+\frac{\Xi_u}{3}\sum_i e_{ii}
=\left(\Xi_d+\frac{\Xi_u}{3}\right)\Theta .
\end{align}
The last step uses $\sum_i e_{ii}=\Theta$. The factor in brackets is the dilation potential $a_c$ of the valley average. Inserting Eq.~(\ref{eq:trace}),
\begin{equation}
\boxed{\overline{\delta E}=2a_c e\left(1-\frac{C_{12}}{C_{11}}\right)}
\label{eq:result}
\end{equation}
and
\[
\overline{\delta E}=(4.18\ {\rm eV})(0.01229)=0.0514\ {\rm eV}=51.4\ {\rm meV}.
\]
This is 0.051 eV to three decimal places. The shift is upward because both $a_c$ and $\Theta$ are positive. Compression of the same size reverses it at this order.

\subsection*{5. Limits and a numerical test of the valley law}

If the thickness were clamped, $e_{zz}$ would be zero and the shift would be $2a_ce=0.0836$ eV. The free surface removes a fraction $C_{12}/C_{11}$ of that value. In the opposite limit, $C_{12}\to C_{11}$, the film would keep its volume and the average would not move. A stable cubic crystal has $C_{11}>C_{12}$, so biaxial tension increases its volume in this linear theory.

Equation~(\ref{eq:valley}) was tested on a silicon-like crystal described by an empirical pseudopotential. Its form factors were $-0.105$, $0.020$ and $0.040$ hartree, its lattice constant was 0.543 nm, and 137 plane waves were used. The valley minima lay at 0.853 of the distance from $\Gamma$ to $X$. Uniaxial strain gave $\Xi_d=-10.63$ eV and $\Xi_u=10.25$ eV; with 609 plane waves, $\Xi_d$ rises by 0.003 eV, $\Xi_u$ falls by 0.009 eV to 10.24 eV, and the valley position moves to 0.854. These two constants then predicted the valley shifts for hydrostatic, relaxed biaxial, orthorhombic and traceless strain. The largest discrepancy was about $10^{-4}$ eV per unit strain. For traceless strain the mean slope vanished to the printed accuracy, although the valleys split.

The test crystal has $\Xi_d+\Xi_u/3=-7.21$ eV, whereas the problem gives $+4.18$ eV. The test does not determine $a_c$: it holds the mean crystal potential at zero, and its form factors between the three given points come from a chosen interpolation. The choice of reference alone can change the sign. If the reference is redefined so that every band energy gains $b\Theta$, Eq.~(\ref{eq:valley}) shows that $\Xi_d$ becomes $\Xi_d+b$, while $\Xi_u$ is unchanged. The reference is not the whole difference, however. The conduction dilation potential minus that of the valence-band top does not depend on $b$. It is about $-0.4$ eV in the test crystal and moves between about $-0.8$ and $0$ eV when the interpolation is varied, whereas for the indirect gap of silicon it is positive, roughly $+1.7$ eV. The test crystal obeys the symmetry law but does not reproduce the hydrostatic response of silicon. A dilation potential can thus be used for a band offset only together with the reference for which it was obtained.

\subsection*{6. How firm is the number?}

The elastic part is well controlled at 1\% strain. To estimate its nonlinearity, use the Lagrangian strain $\eta=e+e^2/2$ in the plane and $\eta_z$ along the normal. With third-order elastic constants, the free-surface condition becomes
\begin{align}
0={}&C_{11}\eta_z+2C_{12}\eta+\tfrac12C_{111}\eta_z^2\nonumber\\
&+C_{112}(\eta^2+2\eta\eta_z)+C_{123}\eta^2 .
\end{align}
Rough values $C_{111}=-800$, $C_{112}=-450$ and $C_{123}=-60$ GPa give a full volume change of 1.220\%, instead of 1.229\%. Multiplying by the same $a_c$ lowers the shift by about 0.4 meV, or 0.7\% of the linear result. Second-order changes of the electronic energy are not included in this estimate, and they can be larger. In the test crystal of Section 5, with its own reference, the mean valley shift at the full 1\% strain departs from the linear value by 2.7 meV out of 89 meV, about 3\%.

The potential $a_c$ matters more. A change of 1 eV in it moves the answer by 12.3 meV. Raising $C_{12}/C_{11}$ by 1\% of its value lowers the answer by only 0.3 meV.

To read the shift as a change of band offset, one must also hold the interface alignment fixed. Suppose that the interface has a dipole step of 0.5 eV, a rough illustrative value, and that each interface bond keeps its dipole. Stretching the area dilutes the step by the factor $1/(1+e)^2$. Its magnitude falls by 9.9 meV, about one fifth of the calculated shift. The direction of the dipole decides whether this raises or lowers the offset.

\section*{Variation 1: the barrier of a gate stack}

\textbf{Question.} The strained film is the channel under a hafnium-oxide-like dielectric. Take $\Xi_u=9$ eV and an unstrained conduction offset of 1.5 eV, both rough values. Does tension lower the barrier seen by electrons at the band edge?

\textbf{Solution.} Write $\Xi_d=a_c-\Xi_u/3$ in Eq.~(\ref{eq:valley}):
\begin{equation}
\delta E_i=a_c\Theta+\Xi_u\left(e_{ii}-\frac{\Theta}{3}\right).
\end{equation}
For the two valleys along the film normal,
\[
\delta E_\perp=0.0514+9(-0.00771-0.00410)=-0.055\ {\rm eV}.
\]
For the four in-plane valleys,
\[
\delta E_\parallel=0.0514+9(0.01-0.00410)=0.105\ {\rm eV}.
\]
The weighted mean, $[2(-0.0549)+4(0.1045)]/6$, returns 0.051 eV. The average rises while the conduction-band edge falls. With the oxide edge and the interface dipole held fixed, the barrier from the lowest edge grows from 1.500 to 1.555 eV. Using the valley average as the edge would instead give 1.449 eV.

This sign does not rest on the precise value of $\Xi_u$. With $r=C_{12}/C_{11}$, Eqs.~(\ref{eq:ezz}) and (\ref{eq:trace}) give
\[
e_{zz}-\frac{\Theta}{3}=-2re-\frac{2e(1-r)}{3}=-\frac{2e(1+2r)}{3}.
\]
The normal valleys therefore fall when
\[
\Xi_u>\frac{3a_c(1-r)}{1+2r}
=\frac{3(4.18)(0.6145)}{1.771}\ {\rm eV}=4.35\ {\rm eV}.
\]

The effect on tunnelling can be estimated for a single oxide layer of thickness $t=3$ nm, with tunnelling mass $m_{\rm ox}=0.15\,m_e$. Let the silicon surface field be 0.5 MV/cm. Relative permittivities of 11.7 for silicon and 20 for the oxide give an oxide field of
\[
0.5\times\frac{11.7}{20}=0.29\ {\rm MV/cm}
\]
if there is no charge at the interface. The potential energy drop across the oxide is $U=0.088$ eV. Electrons start in a subband at energy $E_\perp=0.110$ eV above the normal-valley edge; Variation 2 derives this energy. Their initial barrier is
\[
\phi=1.5\ {\rm eV}-\delta E_\perp-E_\perp .
\]
It decreases as $\phi-Ux/t$ through the oxide. The semiclassical exponent is
\begin{align}
S&=2\int_0^t\frac{\sqrt{2m_{\rm ox}(\phi-Ux/t)}}{\hbar}\,dx\nonumber\\
&=\frac{4t\sqrt{2m_{\rm ox}}}{3\hbar U}
\left[\phi^{3/2}-(\phi-U)^{3/2}\right].
\end{align}
The integral follows from the substitution $v=\phi-Ux/t$. Strain changes $S$ from 13.81 to 14.09, so the exponential factor is multiplied by
\[
\exp(13.813-14.092)=0.76 .
\]
Direct integration of the decaying wave reproduced this change of exponent within 0.005. Misusing the average as the edge would give a factor of about 1.3, which has the wrong direction. These ratios hold the surface field, oxide thickness, masses and subband energy fixed, and omit the change of the tunnelling prefactor. They describe electrons in the lowest normal-valley subband. The total leakage also depends on how strain moves electrons between the two sets of valleys.

A strain of 1\% is roughly that of silicon grown on relaxed silicon--germanium with about one quarter germanium. The offset, permittivity and oxide thickness are in the range of hafnium-oxide gate stacks, while 0.5 MV/cm is a moderate surface field. The oxide field is well below a rough breakdown scale of a few MV/cm. Real stacks usually contain a thin silica-like layer between silicon and the high-permittivity oxide. That layer adds its own barrier, so the factor 0.76 should not be applied to them unchanged. Its interface dipoles can also respond to strain; the estimate above puts that effect near 10 meV for a 0.5 eV dipole step.

\section*{Variation 2: which valleys hold the electrons?}

\textbf{Question.} Keep the surface field at 0.5 MV/cm. How does the strain alter the share of electrons in the in-plane valleys at 300 K?

\textbf{Solution.} Treat the channel as a triangular well with an impenetrable wall at $z=0$. If $F$ is the constant force on an electron, then
\[
-\frac{\hbar^2}{2m}\psi''+Fz\psi=E\psi,\qquad \psi(0)=0 .
\]
Set $\ell=(\hbar^2/2mF)^{1/3}$ and $\xi=z/\ell-E/(F\ell)$. The equation becomes $\psi''(\xi)=\xi\psi(\xi)$, whose decaying solution is the Airy function ${\rm Ai}(\xi)$. Its first zero is at $\xi=-2.338$. The wall condition therefore gives
\begin{equation}
E=2.338\,F\ell=2.338\left(\frac{\hbar^2F^2}{2m}\right)^{1/3}.
\end{equation}
The mass along the film normal is $0.92\,m_e$ for the normal valleys and $0.19\,m_e$ for the in-plane valleys, both rough values. The corresponding energies are $E_\perp=0.110$ eV and $E_\parallel=0.186$ eV. Diagonalization of the same well on a grid agreed within $10^{-4}$ eV. Confinement thus places the in-plane set 0.076 eV higher even without strain. The strain adds
\[
\delta E_\parallel-\delta E_\perp=\Xi_u(e-e_{zz})=0.159\ {\rm eV},
\]
so the total separation becomes 0.235 eV.

If the surface field comes entirely from channel electrons, Gauss's law fixes their sheet density at $3.2\times10^{12}$ cm$^{-2}$. For a subband at energy $E_j$, the constant two-dimensional density of states is $D_j=g_jm_j/(\pi\hbar^2)$, including spin. Here $g_j$ is the number of valleys. The in-plane density-of-states mass is $m_j=m_t$ for the normal set and $m_j=\sqrt{m_lm_t}$ for the other set, with $m_l=0.92\,m_e$ and $m_t=0.19\,m_e$. Integrating $D_j$ times the Fermi function from $E_j$ upward gives
\begin{equation}
n_j=D_jk_BT\ln\left[1+e^{(\mu-E_j)/k_BT}\right].
\end{equation}
The Fermi level $\mu$ is fixed by the total density. In the triangular well, with only the lowest subband of each set, the in-plane share falls from 24\% without strain to 0.07\% with strain. At 400 K the strained share is 0.6\%. In this model of the strained film at 300 K, $\mu$ lies 5 meV above the lowest subband, while $k_BT=26$ meV. The electrons are therefore partly degenerate, and the Fermi function is needed for a careful count.

These shares are estimates. Higher subbands are omitted, and they would take some of the electrons. The constant field also makes the well too steep: channel electrons screen the field with increasing depth. The true potential then lies below the triangular one, and the variational principle gives lower confinement energies. Solving the Schr\"odinger and Poisson equations together, with higher subbands and the same sheet density and hard wall, puts the in-plane share at 300 K near 45\% without strain and 0.2\% with strain. At 400 K the strained share is near 1.2\%. In the strained film at 300 K, $\mu$ then lies about 11 meV below the lowest subband, so the degeneracy is weaker than in the triangular model. The triangular well thus understates these shares by a factor of about two to three, but strain still nearly empties the in-plane valleys. The hard wall also omits penetration into the oxide, which lowers the confinement energies further. With the rough oxide barrier and mass of Variation 1, the triangular-well energies fall by about 3 meV for the normal valleys and 17 meV for the in-plane valleys. This narrows their separation and raises the in-plane share somewhat more. None of these simplifications enters the valley-average shift of Eq.~(\ref{eq:result}), which depends on strain and the chosen potential reference, not on how the valleys are filled.

\section*{Numbers as computed}
\begin{verbatim}
Inputs: C11 = 166 GPa, C12 = 64 GPa, a_c = 4.18 eV
In-plane strain = 1.00 %
C12/C11 = 0.3855
Normal strain e_zz = -0.7711 %
Strain trace = 1.2289 %
In-plane film stress = 1.807 GPa
VALLEY-AVERAGE SHIFT = 0.05137 eV = 51.4 meV
Shift if thickness were clamped = 0.0836 eV
Pseudopotential test crystal (tests the law, not a_c):
  lattice constant = 0.543 nm, plane waves = 137
  form factors = [-0.105  0.02   0.04 ] hartree
  valley position = 0.853 of Gamma-X
  Xi_d = -10.629 eV, Xi_u = 10.250 eV
  Xi_d + Xi_u/3 = -7.212 eV
  mean slope, hydrostatic = -21.6365 eV per unit strain
  mean slope, biaxial = -8.8631 eV per unit strain
  mean slope, orthorhombic = -6.4909 eV per unit strain
  mean slope, traceless = -0.0000 eV per unit strain
  largest valley-law error = 0.00011 eV per unit strain
Rough Xi_u for the example = 9.0 eV
Shift of two normal valleys = -0.0549 eV
Shift of four in-plane valleys = 0.1045 eV
Valley splitting = 0.1594 eV
Rough C111, C112, C123 = -800, -450, -60 GPa
Finite-strain volume change = 1.2198 %
Average shift with nonlinear strain = 0.05099 eV
Nonlinear correction = -0.380 meV
Shift change per 1 eV in a_c = 12.29 meV
Shift change for +1 % in C12/C11 = -0.322 meV
Rough interface dipole step = 0.50 eV
Dipole change from area = -9.85 meV
Silicon surface field = 0.50 MV/cm
Rough masses: long 0.92, transverse 0.19 m_e
Confinement energy, normal valleys = 0.1098 eV
Confinement energy, in-plane valleys = 0.1857 eV
Rough permittivities: Si 11.7, oxide 20.0
Sheet density = 3.233e+12 cm^-2
Fermi level above lowest subband, 300 K = 4.65 meV
Fermi level above lowest subband, 400 K = -7.75 meV
Thermal energy at 300 K = 25.85 meV
In-plane valley filling, unstrained 300 K = 23.823 %
In-plane valley filling, strained 300 K = 0.0744 %
In-plane valley filling, strained 400 K = 0.6442 %
Rough oxide: offset 1.50 eV, 3.0 nm, 0.15 m_e
Barrier from lowest valley edge = 1.5549 eV
Barrier from valley average = 1.4486 eV
Oxide field = 0.2925 MV/cm, oxide drop = 0.0877 V
Tunnelling exponent, unstrained = 13.813
Tunnelling exponent, lowest valleys = 14.092
Tunnelling factor ratio, lowest valleys = 0.757
Ratio if average were misused as edge = 1.305
\end{verbatim}
